# Mean-field instability and exponential parity doublet in the Lipkin-Meshkov-Glick model: verification in Python

```python
"""Lipkin-Meshkov-Glick model: Hartree-Fock instability and parity doublet.

H = eps*Jz - (V/2)*(J+^2 + J-^2), N fermions in two N-fold levels at -+eps/2.
chi = V*(N-1)/eps, a = 1/chi, J = N/2; all energies are in units of eps = 1.
Results under test: the lowest determinant becomes unstable at chi = 1, and for
chi > 1 the lowest even and odd levels are split, at large N, by
  4*2^(1/4)*V*N^(3/2)*(1-a^2)^(5/4)/sqrt(pi*(1+a^2)) * exp(-(N+1)*A+(N-1)*a*B),
A = arsinh(s), B = arcsin(s), s = sqrt((chi^2-1)/(chi^2+1)).
"""
import numpy as np
import mpmath as mp
from math import comb
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize
from scipy.integrate import quad

mp.mp.dps = 100
rng = np.random.default_rng(7)


def spin_hamiltonian(two_j, V):
    """Dense H in the multiplet J = two_j/2, ordered from M = -J upward."""
    j = two_j / 2
    m = np.arange(two_j + 1) - j
    raising = np.diag(np.sqrt(j * (j + 1) - m[:-1] * (m[:-1] + 1)), -1)
    pair = raising @ raising
    return np.diag(m) - 0.5 * V * (pair + pair.T)


def lowest_level(N, chi, parity):
    """Lowest level of one parity block, by Newton steps from below.

    Below the lowest level all pivots are positive. The last one vanishes at
    the level itself, so an exact zero means convergence to all digits.
    """
    V, j = mp.mpf(chi) / (N - 1), mp.mpf(N) / 2
    m = [-j + parity + 2 * i for i in range((N - parity) // 2 + 1)]
    jj = j * (j + 1)
    off2 = [(V / 2)**2 * (jj - x * (x + 1)) * (jj - (x + 1) * (x + 2))
            for x in m[:-1]]
    start = eigh_tridiagonal(np.array([float(x) for x in m]),
                             np.sqrt([float(b) for b in off2]),
                             eigvals_only=True, select='i',
                             select_range=(0, 0))[0]
    energy = mp.mpf(float(start)) - mp.mpf(10)**(-8)
    for _ in range(60):
        pivot, slope = m[0] - energy, mp.mpf(-1)
        log_derivative = slope / pivot
        for x, b in zip(m[1:], off2):
            slope = -1 + b * slope / pivot**2
            pivot = x - energy - b / pivot
            if pivot == 0:
                return energy
            log_derivative += slope / pivot
        step = -1 / log_derivative
        energy += step
        if abs(step) < mp.mpf(10)**(-85):
            return energy
    raise RuntimeError("Newton iteration did not converge")


def exact_gap(N, chi):
    return lowest_level(N, chi, 1) - lowest_level(N, chi, 0)


def tunnel_angles(chi):
    s = mp.sqrt((mp.mpf(chi)**2 - 1) / (mp.mpf(chi)**2 + 1))
    return mp.asinh(s), mp.asin(s)


def tunnel_rate(chi):
    A, B = tunnel_angles(chi)
    return A - B / chi


def asymptotic_gap(N, chi):
    a, V = 1 / mp.mpf(chi), mp.mpf(chi) / (N - 1)
    A, B = tunnel_angles(chi)
    front = 4 * mp.mpf(2)**0.25 * V * mp.mpf(N)**1.5 * (1 - a * a)**1.25
    return (front / mp.sqrt(mp.pi * (1 + a * a))
            * mp.exp(-(N + 1) * A + (N - 1) * a * B))


def hf_energy(N, chi):
    return -N / 2 if chi <= 1 else -N / 4 * (chi + 1 / chi)


# ---- Fermionic Fock space for four particles --------------------------------
n4 = 4
modes = 2 * n4          # modes 0..3 are the lower level, 4..7 the upper level
lower_one = np.array([[0., 1.], [0., 0.]])
annihilate = []
for i in range(modes):
    op = np.eye(1)
    for k in range(modes):
        factor = (np.diag([1., -1.]) if k < i else
                  lower_one if k == i else np.eye(2))
        op = np.kron(op, factor)
    annihilate.append(op)
create = [op.T for op in annihilate]
number = sum(c @ d for c, d in zip(create, annihilate))
V4 = 2.0 / (n4 - 1)
fock_h = 0.5 * sum(create[n4 + p] @ annihilate[n4 + p]
                   - create[p] @ annihilate[p] for p in range(n4))
for p in range(n4):
    for q in range(n4):
        up = (create[n4 + p] @ create[n4 + q]) @ (annihilate[q] @ annihilate[p])
        fock_h = fock_h - 0.5 * V4 * (up + up.T)
sector = np.where(np.abs(np.diag(number) - n4) < 1e-9)[0]
fock_levels = np.linalg.eigvalsh(fock_h[np.ix_(sector, sector)])
spin_levels = []
for two_j in (4, 2, 0):
    k = (n4 + two_j) // 2
    copies = comb(n4, k)**2 - comb(n4, k + 1)**2
    spin_levels += list(np.linalg.eigvalsh(spin_hamiltonian(two_j, V4))) * copies
assert len(spin_levels) == len(fock_levels)
assert np.allclose(np.sort(spin_levels), fock_levels, atol=1e-10)

# Neither member of the doublet lies above a level of smaller J; the
# high-precision levels agree with ordinary diagonalization.
for N in range(4, 21):
    for chi in (0.5, 1.0, 2.0, 4.0):
        h = spin_hamiltonian(N, chi / (N - 1))
        doublet = [np.linalg.eigvalsh(h[q::2, q::2])[0] for q in (0, 1)]
        smaller = np.linalg.eigvalsh(spin_hamiltonian(N - 2, chi / (N - 1)))[0]
        assert max(doublet) < smaller
        for q in (0, 1):
            assert abs(float(lowest_level(N, chi, q)) - doublet[q]) < 1e-10


# ---- Hartree-Fock over all determinants --------------------------------------
def orbitals_from(x):
    z = (x[:n4 * n4] + 1j * x[n4 * n4:]).reshape(n4, n4)
    return np.linalg.qr(np.vstack([np.eye(n4), z]))[0]


def determinant_energy(orbitals, V):
    rho = orbitals @ orbitals.conj().T
    C = rho[:n4, n4:]
    one_body = 0.5 * np.trace(rho[n4:, n4:] - rho[:n4, :n4]).real
    return one_body - V * (np.trace(C)**2 - np.trace(C @ C)).real


for _ in range(3):
    orbitals = orbitals_from(rng.normal(size=2 * n4 * n4))
    state = np.zeros(2**modes, complex)
    state[0] = 1.0
    for k in range(n4):
        state = sum(orbitals[i, k] * (create[i] @ state) for i in range(modes))
    assert abs(np.vdot(state, state) - 1) < 1e-10
    direct = np.vdot(state, fock_h @ state).real
    assert abs(direct - determinant_energy(orbitals, V4)) < 1e-10

for chi in (0.8, 2.0):
    V = chi / (n4 - 1)
    found = [minimize(lambda x: determinant_energy(orbitals_from(x), V),
                      rng.normal(size=2 * n4 * n4), method='BFGS').fun
             for _ in range(8)]
    assert abs(min(found) - hf_energy(n4, chi)) < 1e-6
    for _ in range(300):
        trial = orbitals_from(rng.normal(size=2 * n4 * n4))
        assert determinant_energy(trial, V) > hf_energy(n4, chi) - 1e-10


def stability_spectrum(chi):
    """Half the finite-difference Hessian in all orbital rotations."""
    V, size, h = chi / (n4 - 1), 2 * n4 * n4, 1e-3
    unit = h * np.eye(size)
    e = lambda x: determinant_energy(orbitals_from(x), V)
    hess = np.zeros((size, size))
    for i in range(size):
        for k in range(i + 1):
            u, v = unit[i], unit[k]
            hess[i, k] = (e(u + v) - e(u - v) - e(v - u) + e(-u - v)) / (4*h*h)
            hess[k, i] = hess[i, k]
    return np.linalg.eigvalsh(hess / 2)


lowest_stability = {}
for chi in (0.5, 1.0, 2.0):
    V = chi / (n4 - 1)
    expected = sorted([1 - chi, 1 + chi] + [1 - V] * (n4 * n4 - 1)
                      + [1 + V] * (n4 * n4 - 1))
    spectrum = stability_spectrum(chi)
    assert np.allclose(spectrum, expected, atol=1e-4)
    lowest_stability[chi] = spectrum[0]

# ---- Differential equation on the circle, solved spectrally ------------------
N8, chi8, points = 8, 2.0, 81
J8, V8 = N8 / 2, chi8 / (N8 - 1)
weight = lambda x: ((1 + np.cos(x)**2)**(-J8 - 0.5)
                    * np.exp(np.arctan(np.cos(x)) / V8))
stiffness = lambda x: V8 * (1 + np.cos(x)**2)
potential = lambda x: (-J8 * np.cos(x)
                       - V8 * (J8**2 * np.sin(x)**2 + J8 * np.cos(x)**2))
grid = 2 * np.pi * np.arange(points) / points
diff = np.subtract.outer(np.arange(points), np.arange(points))
D = np.zeros((points, points))
away = diff != 0
D[away] = 0.5 * (-1.0)**diff[away] / np.sin(diff[away] * np.pi / points)
form = D.T @ np.diag(weight(grid) * stiffness(grid)) @ D
form += np.diag(weight(grid) * potential(grid))
circle_levels, circle_states = eigh(form, np.diag(weight(grid)))
spin8 = np.linalg.eigvalsh(spin_hamiltonian(N8, V8))
assert np.allclose(circle_levels[:N8 + 1], spin8, atol=1e-7)

wave_numbers = np.fft.fftfreq(points) * points


def evaluate(column, x, derivative=False):
    coef = np.fft.fft(circle_states[:, column]) / points
    if derivative:
        coef = coef * 1j * wave_numbers
    return (np.exp(1j * np.outer(np.atleast_1d(x), wave_numbers)) @ coef).real


nodes, gauss = np.polynomial.legendre.leggauss(80)
half = 0.5 * np.pi * (nodes + 1)
overlap = 0.5 * np.pi * np.sum(gauss * weight(half)
                               * evaluate(0, half) * evaluate(1, half))
flux = [weight(x) * stiffness(x) * evaluate(0, x)[0] * evaluate(1, x, True)[0]
        for x in (0.0, np.pi)]
left = (circle_levels[1] - circle_levels[0]) * overlap
assert abs(left - (flux[0] - flux[1])) < 1e-7 * abs(flux[0])

# ---- Tunnelling rate, prefactor, and behaviour below threshold ---------------
for chi in (1.5, 2.0, 3.0):
    a = 1 / chi
    integral = quad(lambda x: np.sqrt(2) * (np.cos(x) - a)
                    / (1 + np.cos(x)**2), 0, np.arccos(a))[0]
    other = quad(lambda x: np.sqrt(2) * (a - np.cos(x))
                 / (1 + np.cos(x)**2), np.arccos(a), np.pi)[0]
    assert abs(integral - float(tunnel_rate(chi))) < 1e-10
    assert abs(other - integral - np.pi * a) < 1e-10
    assert integral < np.log(chi)
    r160, r161, r320 = [float(exact_gap(N, chi) / asymptotic_gap(N, chi))
                        for N in (160, 161, 320)]
    assert abs(r320 - 1) < 0.05
    # Removing the 1/N correction must leave only a term of order 1/N^2.
    assert abs(2 * r320 - r160 - 1) < 2e-3
    assert abs(r161 - r160) < 1e-3
for N in (3, 4, 7, 8, 20, 21):
    for chi in (0.5, 1.0, 2.0, 4.0):
        assert exact_gap(N, chi) > 0
# Both limits below are tested after removal of the 1/N correction.
gap_160, gap_below = [float(exact_gap(N, 0.5)) for N in (160, 320)]
assert abs(2 * gap_below - gap_160 - np.sqrt(1 - 0.5**2)) < 1e-3


def correlation_limit(chi):
    a = 1 / chi
    return chi / 2 * (np.sqrt(2 * (1 - a * a)) - (3 - a * a) / 2)


correlation_160, correlation_320 = [
    float(lowest_level(N, 2.0, 0)) - hf_energy(N, 2.0) for N in (160, 320)]
assert abs(2 * correlation_320 - correlation_160
           - correlation_limit(2.0)) < 1e-3


# ---- Projection of the unchanged Hartree-Fock determinant --------------------
def projected_gap(N, chi):
    theta = np.arccos(1 / chi)
    k = np.arange(N + 1)
    state = (np.sqrt([float(comb(N, i)) for i in k])
             * np.cos(theta / 2)**(N - k) * np.sin(theta / 2)**k)
    h = spin_hamiltonian(N, chi / (N - 1))
    assert abs(state @ h @ state - hf_energy(N, chi)) < 1e-9
    energies = []
    for parity in (0, 1):
        part = np.where(k % 2 == parity, state, 0.0)
        energies.append(part @ h @ part / (part @ part))
    return energies[1] - energies[0]


def projected_formula(N, chi):
    return N / 2 * (chi**3 - 1 / chi) * chi**(-N) / (1 - chi**(-2 * N))


for N, chi in ((8, 1.5), (12, 2.0), (20, 2.0)):
    assert abs(projected_gap(N, chi) / projected_formula(N, chi) - 1) < 1e-6


def upper_occupation(N, chi):
    h = spin_hamiltonian(N, chi / (N - 1))[::2, ::2]
    vector = np.linalg.eigh(h)[1][:, 0]
    return float(np.sum(vector**2 * np.arange(0, N + 1, 2)) / N)


assert abs(upper_occupation(320, 2.0) - 0.5 * (1 - 1 / 2.0)) < 0.01

# ---- Worked example -----------------------------------------------------------
N = 20
print("Energies in units of eps; particle number N =", N)
for chi in (0.5, 1.0, 2.0):
    ground = float(lowest_level(N, chi, 0))
    print(f"chi = {chi:.1f}: V = {chi / (N - 1):.6f} eps")
    print(f"  lowest stability eigenvalue (N=4) = "
          f"{lowest_stability[chi]:.4f} eps")
    print(f"  Hartree-Fock energy = {hf_energy(N, chi):.6f} eps")
    print(f"  exact ground energy = {ground:.6f} eps")
    print(f"  correlation energy = {ground - hf_energy(N, chi):.6f} eps")
    print(f"  odd-even gap = {float(exact_gap(N, chi)):.6f} eps")
    print(f"  upper-level occupation = {upper_occupation(N, chi):.5f}")
print(f"gap at chi=0.5, N=320 = {gap_below:.6f} eps")
print(f"large-N gap at chi=0.5 = {np.sqrt(1 - 0.5**2):.6f} eps")
A2, B2 = tunnel_angles(2.0)
print(f"chi=2: HF angle = {np.degrees(np.arccos(0.5)):.2f} degrees")
print(f"chi=2: A = {float(A2):.6f}, B = {float(B2):.6f} (no unit)")
print(f"chi=2: tunnelling rate S = {float(tunnel_rate(2.0)):.6f} per particle")
print(f"chi=2: projected rate ln(chi) = {np.log(2.0):.6f} per particle")
print("chi=2: N, exact gap/eps, asymptotic gap/eps, exact/asymptotic")
for size in (10, 20, 40, 80, 160):
    g, f = exact_gap(size, 2.0), asymptotic_gap(size, 2.0)
    print(f"  {size:3d}  {mp.nstr(g, 6)}  {mp.nstr(f, 6)}  {float(g / f):.5f}")
pg = projected_gap(N, 2.0)
print(f"chi=2, N=20: projected HF gap = {pg:.5e} eps")
print(f"chi=2, N=20: exact/projected gap = {float(exact_gap(N, 2.0))/pg:.1f}")
print(f"chi=2, N=320: correlation energy = {correlation_320:.6f} eps")
print(f"chi=2, large N: correlation energy = {correlation_limit(2.0):.6f} eps")
print(f"chi=2, N=320: upper occupation = {upper_occupation(320, 2.0):.5f}")
print(f"chi=2, large N: upper occupation = {0.5 * (1 - 1 / 2.0):.5f}")
print("every check passed")
```

Output:

```
Energies in units of eps; particle number N = 20
chi = 0.5: V = 0.026316 eps
  lowest stability eigenvalue (N=4) = 0.5000 eps
  Hartree-Fock energy = -10.000000 eps
  exact ground energy = -10.069099 eps
  correlation energy = -0.069099 eps
  odd-even gap = 0.886250 eps
  upper-level occupation = 0.00381
chi = 1.0: V = 0.052632 eps
  lowest stability eigenvalue (N=4) = -0.0000 eps
  Hartree-Fock energy = -10.000000 eps
  exact ground energy = -10.331960 eps
  correlation energy = -0.331960 eps
  odd-even gap = 0.537422 eps
  upper-level occupation = 0.02604
chi = 2.0: V = 0.105263 eps
  lowest stability eigenvalue (N=4) = -1.0000 eps
  Hartree-Fock energy = -12.500000 eps
  exact ground energy = -12.685806 eps
  correlation energy = -0.185806 eps
  odd-even gap = 0.021234 eps
  upper-level occupation = 0.23534
gap at chi=0.5, N=320 = 0.867342 eps
large-N gap at chi=0.5 = 0.866025 eps
chi=2: HF angle = 60.00 degrees
chi=2: A = 0.712708, B = 0.886077 (no unit)
chi=2: tunnelling rate S = 0.269670 per particle
chi=2: projected rate ln(chi) = 0.693147 per particle
chi=2: N, exact gap/eps, asymptotic gap/eps, exact/asymptotic
   10  0.214887  0.249923  0.85981
   20  0.021234  0.0225776  0.94049
   40  0.000137773  0.000141445  0.97404
   80  4.03201e-9  4.08249e-9  0.98763
  160  2.43653e-18  2.45136e-18  0.99395
chi=2, N=20: projected HF gap = 7.15256e-05 eps
chi=2, N=20: exact/projected gap = 296.9
chi=2, N=320: correlation energy = -0.151521 eps
chi=2, large N: correlation energy = -0.150255 eps
chi=2, N=320: upper occupation = 0.24950
chi=2, large N: upper occupation = 0.25000
every check passed
```
